# Cercignani-Lampis wall scattering: Lord sampling and the equilibrium test

A gas at rest in a closed vessel with walls at 500 K should stay at 500 K. Suppose a particle simulation of that gas has one slip in its wall routine: the random part of the tangential velocity is given strength $s$, the momentum accommodation, instead of $s(2-s)$. With $s=0.80$, atoms that arrive in equilibrium leave with a tangential temperature of 420 K. The wall cools a gas that is already at its own temperature, and every heat flux computed near it is wrong. A correct wall rule must return an equilibrium flux unchanged.

This guide concerns the Cercignani-Lampis wall option of programs that follow gas particles through reactors, pores and trenches. It derives the sampling rule, due to Lord, shows that it passes the equilibrium test for every allowed setting, and shows what that test cannot detect.

## What the setting means

The wall is at rest, has temperature $T_w$, and returns every atom. The atom has mass $m$ and no internal energy. All velocities are divided by $\sqrt{2kT_w/m}$. Primes mark the incident atom: $u'>0$ is its speed towards the wall, and $v',w'$ are its tangential components. After the hit, $u>0$ is the speed away from the wall, and $v,w$ are the tangential components.

There are two parameters, taken as independent of velocity:

- $a_n$, the accommodation coefficient of normal energy, with $0\le a_n\le1$;
- $s$, the accommodation coefficient of tangential momentum, with $0\le s\le2$.

The tangential energy coefficient follows from $s$:
$$a_t=1-(1-s)^2=s(2-s).$$
It is non-negative just when $0\le s\le 2$, which is the reason for that range. Both $s$ and $2-s$ give the same $a_t$, so a program that asks for $a_t$ has not yet been told whether the mean tangential velocity keeps its direction ($s<1$) or reverses ($s>1$).

The model prescribes these probability densities for the outgoing components:
$$R_n(u'\to u)=\frac{2u}{a_n}\,I_0\!\left(\frac{2\sqrt{1-a_n}\,uu'}{a_n}\right)\exp\!\left[-\frac{u^2+(1-a_n)u'^2}{a_n}\right],$$
$$R_t(v'\to v)=\frac{1}{\sqrt{\pi a_t}}\exp\!\left[-\frac{(v-(1-s)v')^2}{a_t}\right],$$
with the same $R_t$ for $w$. Here $I_0$ is the modified Bessel function of order zero. At $a_n=0$, and at $s=0$ or $2$, the corresponding density becomes a delta function.

## The sampling rule

**Noise.** Take two independent uniform numbers $U_1,U_2$ in $[0,1)$ and a strength $a$. Set
$$r=\sqrt{-a\ln(1-U_1)},\qquad \phi=2\pi U_2,\qquad (x,y)=(r\cos\phi,\,r\sin\phi).$$
The event $r>\rho$ means $1-U_1<e^{-\rho^2/a}$, which has probability $e^{-\rho^2/a}$. Minus the derivative gives the density of $r$, namely $(2r/a)e^{-r^2/a}$. Multiplying by $1/2\pi$ for the angle and dividing by $r$, because the area element is $r\,dr\,d\phi$, gives the density in the plane:
$$\frac{1}{\pi a}\,e^{-(x^2+y^2)/a}.$$
Thus $x$ and $y$ are independent Gaussians of variance $a/2$, and their joint law is unchanged by rotation.

**Normal speed.** With noise of strength $a_n$, set
$$u=\sqrt{\left(\sqrt{1-a_n}\,u'+x\right)^2+y^2}.$$
This is the length of a vector in an auxiliary plane; $y$ is not a direction in space. To find the density of $u$, write the vector as $(u\cos\varphi,u\sin\varphi)$ and let $q=\sqrt{1-a_n}\,u'$. The noise is then $(u\cos\varphi-q,\;u\sin\varphi)$, and its squared length is $u^2+q^2-2uq\cos\varphi$. Integrating over the angle with area factor $u$ gives
$$\frac{u}{\pi a_n}e^{-(u^2+q^2)/a_n}\int_0^{2\pi}e^{(2uq/a_n)\cos\varphi}\,d\varphi .$$
The integral equals $2\pi I_0(2uq/a_n)$, and the result is $R_n$.

**Tangential velocity.** With two fresh uniform numbers and noise $(p,g)$ of strength $a_t$, set
$$v=(1-s)v'+p,\qquad w=(1-s)w'+g.$$
Since $p$ has variance $a_t/2$, the density of $v$ is $R_t$, and likewise for $w$. The factor must be the signed $1-s$. The form $\sqrt{1-a_t}=|1-s|$ agrees with it for $s\le1$ only.

If the wall slides along its own plane, its velocity is subtracted before the rule is applied and added back afterwards.

## Why equilibrium is reproduced

**The incident flux.** In a gas at $T_w$ the velocity density is proportional to $e^{-u'^2-v'^2-w'^2}$. In a short time $dt$, atoms of normal speed $u'$ reach the wall from a layer of depth $u'\,dt$, so the arrivals carry an extra factor $u'$. Since $\int_0^\infty u'e^{-u'^2}du'=\tfrac12$ and the two tangential integrals give $\pi$, the normalized flux density is
$$\frac{2}{\pi}\,u'\,e^{-u'^2-v'^2-w'^2}.$$
The three components are independent.

**Normal part.** The density $2u'e^{-u'^2}$ is that of the length of a planar Gaussian vector $\mathbf G$ with variance $\tfrac12$ per component; this is the noise result with $a=1$. Give the incident atom a random auxiliary angle $\psi$, so that $\mathbf G=u'(\cos\psi,\sin\psi)$. Rotating the vector in the sampling rule by $\psi$ leaves its length $u$ unchanged and turns it into
$$\sqrt{1-a_n}\,\mathbf G+\mathbf n .$$
The rotated noise $\mathbf n$ has the same law for every $\psi$ and $u'$, so it is independent of $\mathbf G$. The sum is Gaussian, with variance per component
$$\frac{1-a_n}{2}+\frac{a_n}{2}=\frac12 .$$
Its length $u$ therefore has density $2ue^{-u^2}$.

**Tangential part.** The sum of two independent Gaussians has variance
$$\frac{(1-s)^2}{2}+\frac{s(2-s)}{2}=\frac{1-2s+s^2+2s-s^2}{2}=\frac12 .$$
Different components use independent inputs and independent noise, so they stay independent. The whole joint flux is reproduced for every allowed pair, corners included.

**Detailed balance.** The kernels obey a stronger condition. Multiplying $R_n$ by $u'e^{-u'^2}$ adds $a_nu'^2$ to the numerator of the exponent:
$$u'e^{-u'^2}R_n(u'\to u)=\frac{2uu'}{a_n}I_0\!\left(\frac{2\sqrt{1-a_n}\,uu'}{a_n}\right)e^{-(u^2+u'^2)/a_n}.$$
This is symmetric in $u$ and $u'$. In the same way, $e^{-v'^2}R_t$ has the exponent $-[v^2+v'^2-2(1-s)vv']/a_t$, which is symmetric under exchange and unchanged when both velocities are reversed. In equilibrium each scattering event is as frequent as its time reverse.

## A numerical test

The incident flux was made by filling a layer with a Maxwellian gas and keeping the atoms that reach the wall in unit time; 451455 atoms did. They were scattered with $(a_n,s)=(0,0)$, $(0,2)$, $(0.05,1.95)$, $(0.3,1.4)$, $(0.5,0.5)$, $(0.8,0.8)$, $(1,0.1)$ and $(1,1)$.

Testing $u$ and $v$ separately would miss a correlation between the normal and tangential energies, so two joint quantities were added. In equilibrium the normal energy $u^2$ and the tangential energy $v^2+w^2$ each have density $e^{-x}$. Write them as $ec$ and $e(1-c)$, where $e$ is the total and $c=\cos^2\theta$, with $\theta$ measured from the wall normal. The Jacobian is $e$, so the joint density is $e\,e^{-e}$, with no dependence on $c$. The energy must follow $e\,e^{-e}$, and $\cos^2\theta$ must be uniform.

Let $D$ be the largest gap between the sampled and theoretical cumulative distributions, and $N$ the number of atoms. Over all eight pairs and four quantities the largest $\sqrt N D$ was 1.27, against an acceptance limit of 2.5.

These four quantities do not detect every correlation. Suppose a routine reuses one random angle $\phi$ for both the normal and the tangential noise. Because $(v',w')$ is isotropic, the law of $v^2+w^2$ does not depend on $\phi$, so $u$, $v$, the energy and $\cos^2\theta$ keep their equilibrium laws. Yet $u$ and $v$ become correlated, with coefficient about 0.45 at $a_n=s=0.80$. A check that $\langle uv\rangle$ and $\langle uw\rangle$ vanish catches this fault and should be added.

## What the equilibrium test catches and misses

**Wrong noise strength.** The slip in the opening gives $2\langle v^2\rangle=(1-s)^2+s=1-s(1-s)$. For $s=0.80$ this is 0.84, or 420 K; the sampled value was 421.3 K. The error vanishes at $s=0$ and $s=1$, so a test with fully specular or fully diffuse walls would pass. Use an intermediate $s$.

**Wrong incident sample.** If the incident speeds are drawn from the gas density, without the factor $u'$, then $\langle u'^2\rangle=\tfrac12$. The rule returns $(1-a_n)/2+a_n$, which is 0.90 for $a_n=0.80$. The sampled values were 0.501 before and 0.900 after. Here the wall rule is right and the test has been set up wrongly.

**Wrong parameters.** Since every allowed pair passes, the outgoing distributions say nothing about whether the program uses the pair that was requested. If incident and outgoing velocities can be paired atom by atom, the equilibrium run does show it: $\langle vv'\rangle=(1-s)/2$, and the covariance of $u^2$ with $u'^2$ is $1-a_n$. A beam of fixed velocity shows it without pairing. The noise has zero mean, so
$$\langle u^2\rangle=(1-a_n)u'^2+\langle x^2\rangle+\langle y^2\rangle=(1-a_n)u'^2+a_n,\qquad \langle v\rangle=(1-s)v'.$$
Solving for the parameters,
$$a_n=\frac{u'^2-\langle u^2\rangle}{u'^2-1},\qquad s=1-\frac{\langle v\rangle}{v'}.$$
The beam needs $v'\ne0$ and $u'$ well away from 1, where $\langle u^2\rangle=1$ whatever $a_n$ is. With $u'=2$ and $v'=1.5$, the input $(0.30,1.40)$ was recovered as $(0.299,1.400)$. With $|1-s|$ in place of $1-s$ the result was $(0.299,0.600)$. That faulty rule conserves equilibrium perfectly, yet the mean tangential momentum given to the wall, $s\,v'$ per atom in reduced units, is too small by a factor $1.4/0.6\approx2.3$.

## Repeated hits and gas at another temperature

Let an atom fly without collisions between parallel walls, so that the components $u,v,w$ after one hit are the incident components at the next. Two successive hits with normal coefficients $a$ and $b$ then act on the auxiliary vector as one. The incident part is multiplied by $\sqrt{(1-a)(1-b)}$, and the noise strengths add to
$$(1-b)a+b=1-(1-a)(1-b).$$
So $1-a_n$ multiplies from hit to hit. The tangential factors $1-s$ multiply too, because the combined noise strength is
$$(1-s_2)^2\left[1-(1-s_1)^2\right]+1-(1-s_2)^2=1-(1-s_1)^2(1-s_2)^2 .$$

If $a_n>0$ and $0<s<2$, the memory of the incident velocity fades to zero after many hits and any incident distribution tends to equilibrium. A distribution that is reproduced at each hit must equal that limit, so equilibrium is then the only one. At the edges others survive: $a_n=0$ preserves any distribution of $u'$, $s=0$ any tangential distribution, and $s=2$ any that is unchanged when $v'$ and $w'$ both change sign.

Now let the incident flux be in equilibrium at $T_g\ne T_w$. Each Gaussian variance starts at $T_g/(2T_w)$ instead of $\tfrac12$. The same sums give Gaussian forms again, with separate normal and tangential temperatures:
$$T_n=a_nT_w+(1-a_n)T_g,\qquad T_t=a_tT_w+(1-a_t)T_g .$$
Unless $a_n=a_t$, the outgoing gas has no single temperature. Its mean energy per atom is $k(T_n+T_t)$, against $2kT_g$ on arrival, so the overall energy accommodation is
$$\frac{k(T_n+T_t)-2kT_g}{2kT_w-2kT_g}=\frac{a_n+a_t}{2}.$$
A thermal accommodation coefficient defined for an equilibrium incident flux therefore fixes only this average. Other arrangements fix other combinations. For free flight between two like plates whose temperatures differ by $\Delta T$, the same recursion gives an energy of $k\Delta T\,[a_n/(2-a_n)+a_t/(2-a_t)]$ carried per round trip. Read as $2k\Delta T\,\alpha/(2-\alpha)$ with a single coefficient $\alpha$, this gives $\alpha=0.71$ for $a_n=0.30$, $s=0.80$, where the average is 0.63. A second datum, such as tangential drag, is needed to separate $a_n$ from $s$.

## Worked example: argon in a deposition trench

Take argon carrier gas at 1 Torr in a trench 100 nm wide with walls at 500 K. Set $a_n=0.80$ and $s=0.80$, so $a_t=0.80\times1.20=0.96$. The velocity unit is 456.2 m/s.

**One atom.** It arrives with $(u',v',w')=(300,250,-100)$ m/s, or $(0.6576,0.5480,-0.2192)$ in reduced units. The random numbers 0.30, 0.15, 0.60, 0.70 give the noise
$$(x,y)=\sqrt{-0.80\ln0.70}\,(\cos54^\circ,\sin54^\circ)=(0.3140,\,0.4322),$$
$$(p,g)=\sqrt{-0.96\ln0.40}\,(\cos252^\circ,\sin252^\circ)=(-0.2898,\,-0.8920).$$
The outgoing components are
$$u=\sqrt{(\sqrt{0.20}\times0.6576+0.3140)^2+0.4322^2}=0.746,$$
$$v=0.20\times0.5480-0.2898=-0.1802,$$
$$w=0.20\times(-0.2192)-0.8920=-0.9358 .$$
In laboratory units these are 340.3, $-82.2$ and $-426.9$ m/s. The component $v$ has changed sign although $s<1$: the noise outweighs the small remembered part.

**Equilibrium flux.** The mean energy was 86.18 meV before and 86.11 meV after scattering, against $2kT_w=86.17$ meV. The density $e\,e^{-e}$ has mean 2 and standard deviation $\sqrt2$, so the standard error is $86.17/\sqrt{2N}\approx0.09$ meV and the differences are within it.

**Gas at 300 K.** This temperature is chosen to make the relaxation visible. At 1 Torr the gas above the wafer is collisional: with a 300 K surface 1 cm away, a conduction estimate puts the gas one mean free path above a 500 K wafer near 495 K. Let an equilibrium flux at 300 K arrive at a side wall, and let the atoms then cross back and forth between the parallel side walls. The first hit gives $T_n=0.80\times500+0.20\times300=460$ K and $T_t=0.96\times500+0.04\times300=492$ K. The second gives 492.0 and 499.7 K, the third 498.4 and 500.0 K. The overall accommodation of the first hit is $(0.80+0.96)/2=0.88$. The sampled first-hit values were 461.6 and 493.1 K. Their standard error is about $T/\sqrt N\approx0.7$ K, so the normal value lies a little over two standard errors high, inside the five allowed in the test.

Atoms that enter a deep trench through its mouth do not form such a flux. They are weighted by their speed along the trench axis, not along the side-wall normal. At their first side-wall hit the mean normal energy is $kT_g/2$ and the mean tangential energy $3kT_g/2$, equivalent to 150 K and 450 K in the formulas above. The outgoing mean energies then correspond to $0.80\times500+0.20\times150=430$ K and $0.96\times500+0.04\times450=498$ K, and the accommodation of that hit is $(928-600)/(1000-600)=0.82$. These figures are the limit of a depth much larger than the width. For a depth equal to the width only about 59% of the atoms meet a side wall first; they arrive with about 225 K and 374 K, and the accommodation is 0.85.

## How far the setting can be trusted

The temperature, pressure and width are typical of atomic layer deposition, and coefficients near 0.8 are a rough value for argon on a technical surface. The following estimates use rough inputs, listed in the numerical output.

- **Gas collisions.** The mean free path is about 85 µm, and the mean path between walls is twice the width, because $\langle1/\cos\theta\rangle=2$ for the equilibrium flux. A crossing therefore meets about $2\times10^{-3}$ collisions. Free flight between walls is a good approximation here.
- **Time on the wall.** For a binding energy of 0.10 eV and an assumed attempt time of 0.1 ps the residence time is about 1 ps. The mean time to cross the trench is the width times $\langle1/u\rangle=\sqrt\pi$ divided by the velocity unit, about 390 ps. Instant re-emission is a small error, and the adsorbed coverage is only about $2.5\times10^{-7}$. Both figures are proportional to the attempt time; a value ten times longer would give 10 ps and $2.5\times10^{-6}$, still small.
- **Diffraction.** The de Broglie wavelength at the mean speed is about 0.065 of a 0.3 nm site spacing. Diffraction, which the model omits, would act on an angular scale of that many radians.
- **Attraction.** The assumed well depth is 1.16 times the mean energy $2kT_w$ of an arriving atom. Slow and fast atoms should then respond differently, so constant $a_n$ and $s$ are doubtful. The size of this effect was not computed.
- **Roughness.** A beam with $u'=v'=1$ in reduced units was sent across the grooves of a sawtooth wall of 10° facets, with $a_n=s=0.80$ held fixed on each facet. The facets that face the beam receive 0.588 of the atoms, and the effective $s$ rises from 0.80 to 0.84. This counts first hits only. About 1.6% of the atoms hit again, and following them raises the effective $s$ to 0.85. For the same beam sent along the grooves it stays at 0.80.

For that beam sent across the grooves, roughness shifts $s$ by about 6% of its value. The shift depends on the incident gas: the effective $s$ is 0.84 for $u'=v'=3$, 0.89 for $u'=v'=0.3$, and about 0.865 for an equilibrium gas drifting across the grooves at 0.4 in reduced units. A coefficient fitted to a rough wall should not be used again on facets that are resolved explicitly. Reactive precursors break a further assumption: some stick, and molecules exchange internal energy. They need a sticking probability and an internal-energy rule besides this setting. With sticking, the outgoing flux is smaller than the incident one unless desorption is included, and the equilibrium test should be run with sticking switched off. If the sticking probability depends on velocity, the atoms that do not stick are not an equilibrium sample: for a probability $e^{-u'^2}$ their incident mean $u'^2$ is $3/2$, and with $a_n=0.80$ they leave with $\langle u^2\rangle=1.10$ instead of 1.

## Table of computed values

```
Quadrature of the kernels, largest defects (dimensionless)
 normalization 3e-14, invariance 3e-14
 detailed balance 5e-16, composition 2e-14
Beams against kernels: largest sqrt(N)*D = 1.43 (limit 2.5)
Incident flux: N = 451455 atoms, sqrt(N)*D of u' = 1.18
Outgoing flux, sqrt(N)*D for: u, v, energy, cos^2(theta)
 a_n=0.00 s=0.00:  1.18  0.62  1.00  0.70
 a_n=0.00 s=2.00:  1.18  0.62  1.00  0.70
 a_n=0.05 s=1.95:  0.64  1.15  0.72  0.47
 a_n=0.30 s=1.40:  0.78  0.76  1.01  0.65
 a_n=0.50 s=0.50:  1.08  0.53  0.62  1.27
 a_n=0.80 s=0.80:  0.83  1.26  1.05  1.05
 a_n=1.00 s=0.10:  0.71  0.97  0.95  0.70
 a_n=1.00 s=1.00:  0.90  0.79  0.90  0.55
Argon: T_wall=500 K, T_gas=300 K, a_n=0.80, s=0.80, a_t=0.96
 velocity unit sqrt(2kT_wall/m) = 456.2 m/s
 One atom, random numbers 0.30 0.15 0.60 0.70
 incident u',v',w' (m/s): 300.0 250.0 -100.0
 same, reduced: 0.6576 0.5480 -0.2192
 normal-plane noise 0.3140 0.4322; tangential -0.2898 -0.8920
 outgoing u,v,w, reduced: 0.7460 -0.1802 -0.9358
 outgoing u,v,w (m/s): 340.3 -82.2 -426.9
 mean energy (meV): in 86.18, out 86.11, 2kT 86.17
 mean normal speed (m/s): in 404.6, out 404.2, theory 404.3
Faults caught by the equilibrium test
 density-weighted incidence: <u^2> in 0.501, out 0.900
 tangential noise s instead of a_t: T_t = 421.3 K
Beam u'=2, v'=1.5 (reduced): recovered a_n and s
 example: input 0.80 0.80, found 0.801 0.800
 signed 1-s: input 0.30 1.40, found 0.299 1.400
 |1-s|: input 0.30 1.40, found 0.299 0.600
Gas from 300 K: T_n and T_t after each hit (K), theory | sampled
 hit 1: 460.0 492.0 | 461.6 493.1
 hit 2: 492.0 499.7 | 491.9 499.9
 hit 3: 498.4 500.0 | 497.1 500.0
Neglected effects; trench 100 nm, 1 Torr, 500 K
 rough inputs: diameter 0.37 nm, well 0.10 eV, attempt time 0.1 ps
 rough inputs: site spacing 0.3 nm, site density 1e+19 1/m^2
 mean free path 85.1 um, width/path 1.2e-03
 residence 1.02 ps, flight 194 ps
 arrival rate 2.49e+24 1/(m^2 s), adsorbed coverage 2.5e-07
 de Broglie wavelength 0.0194 nm, ratio to spacing 0.065
 well depth / mean flux energy 2kT = 1.16
 10 degree facets, 45 degree beam u'=v'=1: facing fraction 0.588
 effective s 0.842 against 0.80; second hits at most 0.031
```
